# Why the Two-Electron Ground State Is a Nodeless Singlet

Two electrons with positions $\mathbf r_1,\mathbf r_2$ are described, in Hartree atomic units, by

$$
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2+V(\mathbf r_1,\mathbf r_2),\qquad V=v(\mathbf r_1)+v(\mathbf r_2)+w(\mathbf r_1,\mathbf r_2),
$$

where $v$ and $w$ are real functions that do not act on spin, and $w$ is symmetric in its arguments. For H2 the nuclei are fixed at A and B, a distance $R$ apart, $v=-1/r_A-1/r_B$ and $w=1/r_{12}$. The constant nuclear repulsion $1/R$ affects no energy difference at fixed $R$; it is left out until total energies are quoted. Magnetic fields and spin-orbit and magnetic dipole forces are excluded.

The complete wave function changes sign when the electrons are exchanged. The singlet spin function is odd under exchange, so its spatial factor is even. The triplet spin functions are even, so their spatial factor is odd. Let $E_S$ and $E_T$ be the lowest energies of even and odd spatial functions. The two spins are often described by an effective coupling $J\,\mathbf S_1\cdot\mathbf S_2$. Since $\mathbf S_1\cdot\mathbf S_2$ is $\tfrac14$ in the triplet and $-\tfrac34$ in the singlet, $J=E_T-E_S$, and ferromagnetic coupling would mean $J<0$.

The claim that the ground state is a singlet needs three conditions.

1. The energy is bounded below, and its lowest value $E_0$ over all normalized spatial functions is an eigenvalue lying below the continuum.
2. $V$ is smooth on an open connected set $\Omega$ of configuration space.
3. The points outside $\Omega$ are those where an electron meets a nucleus or the other electron. Each such meeting fixes three coordinates.

A path in the six-dimensional configuration space can be led around a set on which three coordinates are fixed, just as a path in ordinary space can avoid a point. For Coulomb forces $\Omega$ is therefore connected. Under these conditions the ground state is unique, has no zero in $\Omega$, and is a singlet, with $E_T>E_S$.

Any spatial function is the sum of an even and an odd part, and $H$ does not mix them. Hence $E_0=\min(E_S,E_T)$, and we may look for the lowest state with no symmetry imposed. Because $H$ is real, the real and imaginary parts of an eigenfunction are themselves eigenfunctions or zero, so let $\psi$ be a real normalized ground state. With $\nabla$ the six-dimensional gradient, its energy is

$$
E[\psi]=\int\left(\tfrac12|\nabla\psi|^2+V\psi^2\right)d\tau .
$$

Now replace $\psi$ by $u=|\psi|$. The potential term is unchanged because $V$ is local: it multiplies $\psi^2=u^2$ at each point. The kinetic term is unchanged because $\nabla u=\pm\nabla\psi$ wherever $\psi\neq0$, while on the set $\psi=0$ both gradients vanish except on a part of zero volume. So $E[u]=E_0$, and $u$ is also a minimizer. A minimizer is stationary under every small variation, which gives the Schrödinger equation

$$
\nabla^2u=2(V-E_0)u .
$$

Solutions of this equation are smooth where $V$ is smooth, hence throughout $\Omega$.

Suppose that $u$ vanishes at a point $x_0$ of $\Omega$. Choose a ball around $x_0$, inside $\Omega$, on which $2(V-E_0)\le k^2$ for some constant $k>0$. Let $M(r)$ be the mean of $u$ over the sphere of radius $r$ about $x_0$, in $n$ dimensions; here $n=6$. The derivative $M'(r)$ is the mean outward gradient, which the divergence theorem turns into an integral over the interior. With $\langle\cdot\rangle_s$ the mean over the sphere of radius $s$,

$$
M'(r)=r^{1-n}\int_0^r s^{n-1}\langle\nabla^2u\rangle_s\,ds
\le k^2r^{1-n}\int_0^r s^{n-1}M(s)\,ds .
$$

The inequality uses $u\ge0$. Let $m$ be the largest value of $M$ for $0\le r\le\rho$. The last integral is at most $m r^n/n$, so $M'(r)\le k^2rm/n$. Integrating from $M(0)=u(x_0)=0$ gives

$$
M(r)\le\frac{k^2r^2}{2n}\,m,\qquad\text{hence}\qquad m\le\frac{k^2\rho^2}{2n}\,m .
$$

For $\rho^2<2n/k^2$ this forces $m=0$. A non-negative continuous function with zero mean on a sphere is zero on it, so $u$ vanishes throughout a small ball. The zeros of $u$ in $\Omega$ thus form an open set, and by continuity they also form a closed set relative to $\Omega$. In a connected $\Omega$ such a set is empty or everything. It cannot be everything, since $u$ is normalized. Therefore $|\psi|>0$ in $\Omega$, and $\psi$, being continuous there, has one sign.

Two independent real ground states could be chosen orthogonal. But both would have a fixed sign, and the integral of their product could not vanish. The ground state is therefore unique up to a factor. Exchange of the electrons commutes with $H$ and must map $\psi$ to $+\psi$ or $-\psi$. The minus sign would require both signs to occur, so $\psi$ is even: the ground state is a singlet and $E_S=E_0$.

It remains to exclude $E_T=E_0$. If $E_T$ is an eigenvalue, equality would provide an odd ground state, contrary to uniqueness. If it is not an eigenvalue, it belongs to the continuum, which starts above $E_0$. In both cases $E_T>E_S$.

The cost of the triplet can be written as a positive integral. Call the positive ground state $\psi_0$ and write another real function as $\psi=f\psi_0$. Expanding the gradient gives

$$
\tfrac12|\nabla(f\psi_0)|^2=\tfrac12\psi_0^2|\nabla f|^2+\tfrac12\nabla\psi_0\cdot\nabla(f^2\psi_0),
$$

because $\nabla(f^2\psi_0)=2f\psi_0\nabla f+f^2\nabla\psi_0$. Take $\psi$ first to vanish near the singular points and at large distance. Integration by parts then turns the last term into $-\tfrac12\int f^2\psi_0\nabla^2\psi_0\,d\tau=\int(E_0-V)\psi^2d\tau$, and

$$
\langle\psi|H-E_0|\psi\rangle=\tfrac12\int\psi_0^2|\nabla f|^2\,d\tau .
$$

Cutting a function off within a distance $\varepsilon$ of a singular set costs a squared gradient of order $\varepsilon^{-2}$ in a volume of order $\varepsilon^3$. This cost vanishes with $\varepsilon$, so the identity extends by a limit to the triplet eigenfunction. When $E_T$ is an eigenvalue and $\psi$ is its normalized eigenfunction, the left side is $E_T-E_S$. Its $f$ is odd and must pass from positive to negative values as the electrons exchange places. The gap is the kinetic cost of that change of sign, weighted by the ground-state density. It becomes small when the change can be made where $\psi_0^2$ is small, as in a stretched molecule.

For H2 the first condition has to be established at every $R$. A hydrogenic electron in the field of charge $Z$ has energy at least $-Z^2/2$. Splitting the one-electron operator as

$$
h=-\tfrac12\nabla^2-\frac1{r_A}-\frac1{r_B}
=\tfrac12\left(-\tfrac12\nabla^2-\frac2{r_A}\right)+\tfrac12\left(-\tfrac12\nabla^2-\frac2{r_B}\right)
$$

gives $h\ge-2$. As the electron repulsion is positive, $H\ge-4$. Let $E_+$ be the lowest energy of $h$, the electronic energy of H2⁺.

To locate the continuum, choose smooth functions with $\chi_0^2+\chi_1^2+\chi_2^2=1$. Let $\chi_0$ vanish outside a ball of radius $2L$ in configuration space, and let $\chi_1$ and $\chi_2$ live where electron 1, respectively electron 2, is farther than $L/2$ from the midpoint of the nuclei. Their gradients can be kept of order $1/L$. Since $\sum_j\chi_j\nabla\chi_j=0$, the cross terms cancel in $\sum_j|\nabla(\chi_j\psi)|^2$, and

$$
\langle\psi|H|\psi\rangle=\sum_j\langle\chi_j\psi|H|\chi_j\psi\rangle-\tfrac12\int\sum_j|\nabla\chi_j|^2\psi^2d\tau .
$$

In the term with $\chi_1$, the attraction of electron 1 is of order $1/L$, its kinetic energy and the repulsion are not negative, and electron 2 contributes at least $E_+$. The term with $\chi_2$ is the same with the labels exchanged. The term with $\chi_0$ describes a bounded region, where finitely many independent states lie below any given energy. So for every $\delta>0$ there are finitely many independent states below $E_+-\delta$, and the continuum cannot start below $E_+$.

A trial function shows that $E_0<E_+$. It needs no exchange symmetry, because $E_0$ is the minimum over all functions. Take $\varphi(\mathbf r_1)\chi(\mathbf r_2)$, with $\varphi$ the normalized ground state of H2⁺ and $\chi=\sqrt{a^3/\pi}\,e^{-ar}$ centred on the midpoint. (The state $\varphi$ exists because the continuum of $h$ starts at zero, while a 1s orbital on one nucleus has negative energy.) The second electron has kinetic energy $a^2/2$. Averaged over angles, the nuclear attraction is $-2/\max(r,R/2)$. A unit charge spread around the midpoint gives an averaged repulsion of at most $1/r$. The sum of the two is at most

$$
-\frac1r+2\left(\frac1r-\frac2R\right)_+ ,
$$

where the subscript keeps the positive part. The mean of $1/r$ is $a$. In the remaining term $e^{-2ar}\le1$, so it contributes at most $8a^3\int_0^{R/2}(r-2r^2/R)\,dr=8a^3(R^2/8-R^2/12)=a^3R^2/3$. Thus

$$
E_0-E_+\le\frac{a^2}{2}-a+\frac{a^3R^2}{3}.
$$

With $a=1/(R+1)$ we have $a<1$ and $aR<1$, so the right side is below $a(\tfrac12-1+\tfrac13)=-a/6$. The ground state is bound against loss of an electron at every finite $R$, and the theorem applies: H2 with fixed nuclei is not ferromagnetically coupled at any finite distance. As $R\to\infty$ the atoms cease to interact and the gap tends to zero.

The conditions cannot simply be dropped. In one dimension the meeting of two electrons fixes one coordinate, $x_1=x_2$. If the repulsion is impenetrable there, configuration space falls into two halves. A minimizer in one half can be continued to the other with either sign at no cost, and singlet and triplet are degenerate. The bare repulsion $1/|x_1-x_2|$ does this, since a finite repulsion energy forces the wave function to vanish at contact.

A magnetic field makes $H$ complex, so $\psi$ cannot in general be chosen real. With $\psi=|\psi|e^{i\theta}$ and vector potential $\mathbf A$, the kinetic energy density of each electron is $\tfrac12\big|\nabla|\psi|\big|^2+\tfrac12|\psi|^2|\nabla\theta+\mathbf A|^2$. Replacing $\psi$ by $|\psi|$ removes $\nabla\theta$, and this can raise the energy, because the phase gradient may cancel part of $\mathbf A$. Consider two electrons in a plane, each in the potential $\tfrac12\omega_0^2r^2$, with the field perpendicular, cyclotron frequency $\omega_c$, and the spin energy in the field omitted. The one-electron operator contains $\tfrac12\omega_cL_z+\tfrac18\omega_c^2r^2$ besides the confinement. With $\mathbf r=\mathbf r_1-\mathbf r_2$ the centre of mass separates, and

$$
H_{\rm rel}=-\nabla^2+\tfrac14\Omega^2r^2+\frac1r+\tfrac12\omega_cL_z,\qquad \Omega^2=\omega_0^2+\tfrac14\omega_c^2 .
$$

A state $e^{im\phi}$ acquires the factor $(-1)^m$ under exchange, so even $m$ is singlet and odd $m$ triplet. For $\omega_0=0.5$ hartree, a finite-difference solution of the radial equation for $|m|\le5$ gives $E_T-E_S=0.254$ hartree without the field. At $\omega_c=1$ hartree it gives $-0.094$ hartree: the lowest state is a triplet. In the plane a meeting of the electrons fixes two coordinates, which still leaves configuration space connected, so the change of sign comes from the field. The example is a model of the orbital effect alone: for free electrons $\omega_c=1$ hartree means about $2.35\times10^5$ T, and the omitted spin splitting would then be about 1 hartree. The theorem is also confined to two electrons. For three or more, no spin function of spin-½ particles is completely antisymmetric, so a spatial function of one sign is not available.

The theorem also exposes a failure of the Heitler-London approximation. Let $a$ and $b$ now denote the 1s orbitals $e^{-r_A}/\sqrt\pi$ and $e^{-r_B}/\sqrt\pi$, with overlap $S$. The approximate spatial functions are $a(1)b(2)\pm b(1)a(2)$, with squared norm $2(1\pm S^2)$. Including nuclear repulsion, the Hamiltonian is that of two separate atoms, of energy $-1$, plus

$$
H'=\frac1R-\frac1{r_{1B}}-\frac1{r_{2A}}+\frac1{r_{12}}
$$

when it acts on $a(1)b(2)$. Define $Q=\langle ab|H'|ab\rangle$ and $A=\langle ba|H'|ab\rangle$. Then $E_\pm=-1+(Q\pm A)/(1\pm S^2)$, with the upper sign for the singlet, and

$$
E_T-E_S=\frac{Q-A}{1-S^2}-\frac{Q+A}{1+S^2}=\frac{2(S^2Q-A)}{1-S^4}.
$$

The integrals follow from the coordinates $\xi=(r_A+r_B)/R$ and $\eta=(r_A-r_B)/R$, with volume element $(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. They give $S=e^{-R}(1+R+R^2/3)$ and $k=\langle a|1/r_B|b\rangle=e^{-R}(1+R)$. A neutral atom A has the potential $e^{-2r_A}(1+1/r_A)$. Its value at nucleus B, minus its mean over $b^2$, is

$$
Q=e^{-2R}\left[1+\frac1R-\left(\frac38+\frac{3R}4+\frac{R^2}6\right)\right].
$$

The exchange term is $A=S^2/R-2Sk+K$, where $K$ is the self-repulsion integral of the charge $ab=e^{-R\xi}/\pi$:

$$
K=\iint\frac{a(\mathbf r)b(\mathbf r)\,a(\mathbf r')b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
$$

To evaluate it, expand the volume factor in Legendre polynomials, $\xi^2-\eta^2=\sum_{l=0,2}\tfrac{2l+1}2w_lP_l(\eta)$, with $w_0=2\xi^2-\tfrac23$ and $w_2=-\tfrac4{15}$. The potential of the charge then has the form $\sum_lP_l(\xi)q_l(\xi)P_l(\eta)$. Poisson's equation, multiplied by $P_l(\xi)$, becomes

$$
\frac{d}{d\xi}\left[(\xi^2-1)P_l^2\,q_l'\right]=-\frac{2l+1}2R^2P_lw_le^{-R\xi}.
$$

Integrate from $\xi=1$, where the potential is regular, and set $G_l(\xi)=\int_1^\xi P_lw_le^{-Rx}dx$. The energy is $K=\tfrac{R^3}4\sum_l\int G_l'q_l\,d\xi$. One integration by parts, with $G_l(1)=0$ and $q_l(\infty)=0$, gives

$$
K=\frac{R^5}{8}\sum_{l=0,2}(2l+1)\int_1^\infty\frac{G_l(\xi)^2}{(\xi^2-1)P_l(\xi)^2}\,d\xi ,
$$

which is computed by numerical quadrature.

At large $R$ the charge $ab$ is a thin rod between the nuclei. At height $z$ above A and small distance $s$ from the axis, $r_A+r_B\simeq R+s^2R/[2z(R-z)]$. Integrating over the cross-section gives the line density $\lambda=2e^{-R}z(R-z)/R$. The rod has length of order $R$ and width of order $\sqrt R$, so the potential on it is $2\lambda\ln(R/\sqrt R)=\lambda\ln R$ to leading logarithmic order. Hence

$$
K\simeq\ln R\int_0^R\lambda^2dz=\frac{4e^{-2R}}{R^2}\,\frac{R^5}{30}\ln R=\frac2{15}R^3e^{-2R}\ln R .
$$

The other terms of $A$ grow as $R^3e^{-2R}$ without the logarithm, and $S^2Q$ is smaller by a further factor of order $e^{-2R}$, apart from powers of $R$. The logarithm eventually wins, $A$ becomes positive, and the approximate gap becomes negative.

For comparison, full configuration interaction diagonalizes $H$ among all even, or all odd, products of a finite set of orbitals. In the aug-cc-pVTZ basis the total energies, and the gaps of both methods, are as follows, in hartree, with $R$ in bohr.

| $R$ | $E_S$ | $E_T$ | gap | Heitler-London gap |
|---|---|---|---|---|
| 1.4 | −1.1726 | −0.7834 | 0.389 | 0.477 |
| 2.0 | −1.1367 | −0.8965 | 0.240 | 0.258 |
| 4.0 | −1.0158 | −0.9930 | 0.0228 | 0.0201 |
| 6.0 | −1.0004 | −0.9994 | 0.00101 | 0.00090 |
| 8.0 | −0.99969 | −0.99966 | 0.000034 | 0.000031 |

At $R=1.4$ bohr the gap in this basis is $-0.7834+1.1726=0.3892$ hartree, or 10.59 eV. The last digits belong to the basis: aug-cc-pVQZ gives $E_S=-1.1739$, $E_T=-0.7840$ and a gap of 0.3899 hartree, or 10.61 eV. In aug-cc-pVTZ two separate atoms have the energy $-0.99964$ instead of $-1$, and at 6 and 8 bohr the tabulated energies lie above the Heitler-London ones ($-1.00002$ and $-0.99999$ at 8 bohr). There the error of each total energy is at least $3\times10^{-4}$ hartree, about ten times the gap at 8 bohr, and the tabulated gap relies on cancellation of this error between the two states. These values illustrate the theorem but do not prove it, because restriction to a finite basis does not preserve the replacement of $\psi$ by $|\psi|$. The Heitler-London gap is too large at the two shortest distances, relative to full configuration interaction in this basis, and too small at the other three.

Solving for the zero of the Heitler-London gap gives $R=49.8$ bohr, or 26.3 Å. The gap is $6.3\times10^{-32}$ hartree at 40 bohr and $-7.6\times10^{-49}$ hartree at 60 bohr. The negative sign is an error of the approximation, since the true gap is positive at every finite $R$. Each Heitler-London energy is an upper bound to the lowest energy of its symmetry, but the difference of two upper bounds bounds nothing. Beyond the crossing the error in the difference exceeds the true gap itself, however small the error in either energy may be.
